# Does a ferroelectric nucleus at critical size have to grow?

**Question**

I am modelling switching in a ferroelectric by nucleation on an existing 180° domain wall. A small disc of reversed polarization costs edge energy and gains field energy, so its work of formation has a maximum at a critical radius $r^*$. I had assumed that a nucleus which reaches $r^*$ has crossed the barrier and will grow. Yet when I start stochastic runs at $r^*$, many of the nuclei shrink and vanish. Is my simulation wrong, or does critical size mean something else? If it doesn't guarantee growth, how large must a nucleus be before I can count it as a success?

**Answer**

Such collapses are expected. At $r^*$ the thermodynamic force on the radius is zero, so nothing there pushes the nucleus towards growth. For diffusive dynamics on a high, smooth barrier, the chance of growing from the top is close to one half. The argument below gives that chance, its corrections, and the size needed for a chosen confidence.

**The barrier**

Take a disc of radius $r$ and thickness $a$, one lattice cell, on the wall. Its edge costs a free energy $\lambda$ per unit length, which includes the entropy of edge fluctuations. Let the field $E$ favour the new polarization. Reversing the polarization from $-P$ to $+P$ then gains $2PE$ per unit volume, or $g=2PEa$ per unit area of the disc. The work of formation is

$$W(r)=2\pi\lambda r-\pi g r^2 .$$

Setting $W'(r)=2\pi\lambda-2\pi g r$ to zero gives $r^*=\lambda/g$. Substituting $\lambda=gr^*$ and completing the square,

$$W=\pi g(2r^*r-r^2)=W^*-\pi g(r-r^*)^2,\qquad W^*=\pi g r^{*2}=\frac{\pi\lambda^2}{g}.$$

In this model the barrier is a parabola in $r$, symmetric about its top.

**The chance of growth**

Let $n=\pi r^2/a^2$ be the number of switched cells. Cells join one at a time at rate $k_n^+$ and leave at rate $k_n^-$, without memory of earlier steps. Let $q_n$ be the probability that a nucleus of $n$ cells reaches a large size $N$ before it vanishes. This is the committor, with $q_0=0$ and $q_N=1$. Conditioning on the next step,

$$q_n=\frac{k_n^+q_{n+1}+k_n^-q_{n-1}}{k_n^++k_n^-}
\quad\Rightarrow\quad
k_n^+(q_{n+1}-q_n)=k_n^-(q_n-q_{n-1}).$$

I take $W$ to be defined so that the equilibrium weight of size $n$ is $p_n=e^{-W_n/kT}$. Detailed balance then reads $p_nk_n^-=p_{n-1}k_{n-1}^+$. Multiplying the committor equation by $p_n$ gives

$$p_nk_n^+(q_{n+1}-q_n)=p_{n-1}k_{n-1}^+(q_n-q_{n-1}).$$

The product is therefore the same for every $n$, and each increment of $q$ is proportional to $e^{W_n/kT}/k_n^+$. Near a broad top the two rates are nearly equal, so the diffusion coefficient in $n$, which is $(k_n^++k_n^-)/2$, is close to $k_n^+$. Replacing the sum of increments by an integral,

$$q(n)=\frac{\int_0^n e^{W/kT}\,dn'/D_n}{\int_0^N e^{W/kT}\,dn'/D_n}.$$

The weight $e^{W/kT}$ is largest at the top, so $q$ changes mainly there.

Now suppose that cells attach along the edge, so that $D_n\propto r$. Since $dn=2\pi r\,dr/a^2$, the factors of $r$ cancel and $dn/D_n\propto dr$. The integrand in $r$ is then a Gaussian:

$$e^{W/kT}\propto e^{-(r-r^*)^2/(2s^2)},\qquad
s^2=\frac{kT}{2\pi g},\qquad
\frac{s}{r^*}=\frac{1}{\sqrt{2W^*/kT}} .$$

The last relation follows from $\pi g=W^*/r^{*2}$. For a high barrier both ends lie many widths $s$ from the top, and the limits can be extended to infinity. With $\Phi$ the cumulative normal distribution,

$$q(r)=\Phi\!\left(\frac{r-r^*}{s}\right),\qquad q(r^*)=\frac12 .$$

Lowering the temperature narrows the transition between collapse and growth, but the value at its centre stays one half. The idea of a sharp threshold is right for nuclei many widths $s$ away from $r^*$, and wrong at $r^*$ itself.

There is a consequence for counting. Of the nuclei that arrive at $r^*$ for the first time from below, about half go on to grow, because the future depends only on the present size. Counting every first arrival as a success overestimates the nucleation rate by about a factor of two.

**A worked case**

Take $P=26\ \mu\mathrm{C/cm^2}$, $a=0.4$ nm, $\lambda=0.025$ eV/nm, $E=0.02$ MV/cm and $T=300$ K. In these units $g=0.002596\ \mathrm{eV/nm^2}$ and $kT=0.02585$ eV, so

$$r^*=\frac{0.025}{0.002596}=9.63\ \mathrm{nm},\qquad
W^*=\pi(0.025)(9.63)=0.756\ \mathrm{eV}=29.25\,kT .$$

The critical nucleus contains $\pi(9.63/0.4)^2\approx1820$ cells, and $s=9.63/\sqrt{58.5}=1.26$ nm.

To see what the integral approximation costs, I solved the linear equations for $q_n$ numerically. The joining rate was proportional to the perimeter, the leaving rate followed from detailed balance, and growth was declared at $2r^*$. Interpolated to $r^*$, the growth chance is 0.4996. Over all sizes, the largest absolute difference from the formula is 0.0004.

Random trajectories show the same behaviour. Put $z=(r-r^*)/s$. Since $q'(z)\propto e^{-z^2/2}$, the committor obeys $q''+zq'=0$. The diffusion coefficient in $r$ is $D_n/(dn/dr)^2\propto1/r$. In a suitable time unit $\tau$, the corresponding Itô equation is

$$dz=\frac{r^*}{r}\,z\,d\tau+\sqrt{\frac{2r^*}{r}}\,dB_\tau ,$$

where $B_\tau$ is standard Brownian motion. I integrated it in small time steps and stopped each path at $z=\pm4$. Of 12,000 paths started at the top, a fraction 0.494 grew. The sampling error is about $0.5/\sqrt{12000}=0.005$.

**How large is large enough?**

For a required growth probability, find $z$ from $\Phi(z)$ and use $r=r^*+zs$. The work has then fallen below its maximum by

$$W^*-W=\pi g z^2s^2=\frac{z^2}{2}kT .$$

- For 90% growth, $z=1.28$, so $r=11.24$ nm and the drop is $0.82\,kT$.
- For 99% growth, $z=2.33$, so $r=12.56$ nm and the drop is $2.71\,kT$.

The second radius is 30% above critical, although the energy has fallen by less than a tenth of the barrier.

A brief excursion above $r^*$ does not guarantee success either. Let $q_1=\Phi(1)=0.841$ be the growth chance at $r^*+s$, and let $h$ be the chance of getting there from $r^*$ before collapsing. Every growing path must pass $r^*+s$, so $1/2=hq_1$ and $h=1/(2q_1)$. The probability of reaching $r^*+s$ and then collapsing is $h(1-q_1)$. Dividing by the total collapse probability, $1/2$, gives

$$\frac{1-q_1}{q_1}=0.189 .$$

Thus about 19% of the nuclei that start at the top and collapse have first grown by a full width $s$. The simulated fraction was 0.185.

**When the barrier is not symmetric**

Use any smooth size coordinate $x$ in which the committor integrand is $e^{W/kT}/D$. Let $y$ be the distance from the top and $s_x^2=kT/|W''|$. To first order in the asymmetry,

$$\frac{e^{W/kT}}{D}\propto e^{-y^2/(2s_x^2)}
\left[1+\frac{W'''y^3}{6kT}-\frac{D'}{D}y\right],$$

with all derivatives taken at the top. On the left half-line, $y$ and $y^3$ weighted by the Gaussian integrate to $-s_x^2$ and $-2s_x^4$. The left part of the integral is therefore

$$s_x\sqrt{\frac{\pi}{2}}+\frac{D'}{D}s_x^2-\frac{W'''s_x^4}{3kT}.$$

The odd terms cancel in the full integral, which is $s_x\sqrt{2\pi}$. Dividing,

$$q_{\rm top}=\frac12+\frac{s_x}{\sqrt{2\pi}}
\left[\frac{D'}{D}-\frac{W'''s_x^2}{3kT}\right].$$

The disc shows why energy and mobility must be considered together. In terms of cell number, $W=c_1\sqrt n-c_2n$, which is not symmetric. Its derivatives give $W'''/|W''|=3/(2n)$, so the second term in the bracket is $-1/(2n)$. Edge attachment has $D_n\propto\sqrt n$, so the first term is $+1/(2n)$. They cancel, as the calculation in $r$ requires.

If $D_n$ were constant instead, only the second term would remain. The width in cell number is $s_n=2n^*s/r^*$, so the shift is $-(s/r^*)/\sqrt{2\pi}=-0.052$ and the growth chance is 0.448. An extra factor of $r$ in the integrand from any other source, such as a different convention for the density of sizes, has the same effect.

A spherical nucleus with surface attachment shifts the other way. Here $D_n\propto r^2$ and $dn\propto r^2dr$, so the integrand is again $e^{W/kT}dr$. With $x=r/r^*$, $W=W^*(3x^2-2x^3)$. At the top $W''=-6W^*$ and $W'''=-12W^*$, so $W'''s_x^2/kT=-2$. For the same $W^*=29.25\,kT$, $s_x=1/\sqrt{6(29.25)}=0.0755$, and the formula gives $0.5+0.0755(2/3)/\sqrt{2\pi}=0.520$. Numerical integration also gives 0.520.

A sharp cusp can depart much further from one half. Suppose $D$ is constant and $W$ falls with slopes of magnitude $f_L$ towards collapse and $f_R$ towards growth. The two halves of the integral are proportional to $1/f_L$ and $1/f_R$, so $q_{\rm top}=f_R/(f_L+f_R)$. If the growth side is three times as steep, the chance is 0.75.

**When velocity matters**

The result also assumes that the nucleus forgets its velocity quickly. To see the effect of inertia, let $y$ now be a size coordinate with constant effective mass, and let

$$\dot y=v,\qquad \dot v=\omega^2y-\gamma v+\eta(t),$$

where $\omega$ is set by the barrier curvature and $\gamma$ is the velocity damping rate. The thermal noise satisfies $\langle\eta(t)\eta(t')\rangle=2\gamma v_{\rm th}^2\delta(t-t')$, where $v_{\rm th}$ is the root-mean-square thermal velocity. Define $Z=v+(k+\gamma)y$ and choose the positive $k$ with $k(k+\gamma)=\omega^2$. Then $\dot Z=kZ+\eta$, and the final sign of $Z$ decides the outcome. The noise accumulated in $Ze^{-kt}$ has variance $2\gamma v_{\rm th}^2/(2k)=\gamma v_{\rm th}^2/k$. Starting at $y=0$,

$$q(0,v)=\Phi\!\left(\frac{v}{v_{\rm th}}\sqrt{\frac{k}{\gamma}}\right).$$

For $\gamma=\omega$ and an outward velocity $v_{\rm th}$, this gives 0.784. Averaging over the symmetric thermal distribution of velocities restores one half. Under strong damping $k/\gamma\to0$, and the chance tends to one half for each fixed velocity.

For a rough estimate in the example, take an attachment rate of $10^{12}\ \mathrm{s^{-1}}$ per edge cell and the same value for $\gamma$. The edge has $2\pi r^*/a\approx151$ cells, so $D_n\approx1.51\times10^{14}\ \mathrm{s^{-1}}$, while $s_n\approx476$ cells. In the diffusive limit the mean drift of $n$ is $D_n(n-n^*)/s_n^2$ plus a constant $D_n/(2n^*)$ from the growth of $D_n$ with size, and its slope gives $k=D_n/s_n^2\approx7\times10^8\ \mathrm{s^{-1}}$. An outward thermal velocity then raises the chance only to about 0.51.

**Comparison with a real ferroelectric**

The example uses rough values in the regime of tetragonal barium titanate near room temperature. The edge energy is the least certain input, and it matters because $r^*\propto\lambda$ and $W^*\propto\lambda^2$. It must be read as a free energy. On a square lattice where each edge bond costs $\epsilon_b$, the edge free energy per cell is $\epsilon_b-kT\ln\coth(\epsilon_b/2kT)$, which vanishes at $\epsilon_b=0.88\,kT$. Here $\lambda a=0.39\,kT$, so as a bare energy it would leave a rough wall with no barrier, and as a free energy it corresponds to a bare value of about 0.070 eV/nm. The barrier is also much higher than real crystals show. Since $W^*\propto1/E$, a rate $e^{-W^*/kT}$ has the form $e^{-E_a/E}$ with $E_a\approx0.6$ MV/cm, whereas measured wall motion in barium titanate crystals has an activation field of order 0.01 MV/cm or less. The numbers illustrate the high-barrier case and do not predict switching in this material. The field is low for a thin film. At 0.2 MV/cm with the other inputs fixed, $r^*$ would be about 1 nm and $W^*$ about $3\,kT$, too small for this high-barrier, continuum description. Real samples also have uneven local fields. If the field is 5% higher than assumed, a nucleus at the old $r^*$ is already beyond the new top, and its growth chance is 0.65.

The model also omits the size-dependent energy of bound charge on the disc's edge. With $\theta$ measured from the polar axis, the line charge is $2Pa\cos\theta$. In a medium treated as isotropic with relative permittivity $\varepsilon$, its Coulomb self-energy is

$$\frac{(2Pa)^2r^2}{8\pi\varepsilon_0\varepsilon}
\iint\frac{\cos\theta\cos\theta'}{d(\theta,\theta')}\,d\theta\,d\theta' ,$$

where $d$ is the distance between two edge points. Nearby points contribute $(2\pi/r)\ln(r/\delta)$ to the double integral, with $\delta$ a short-distance cutoff. This gives a term $Cr\ln r$ with $C=(Pa)^2/(\varepsilon_0\varepsilon)$; parts linear in $r$ belong to $\lambda$. I added $Cr\ln(r/r_0)$, with $r_0=9.63$ nm, and recomputed the top and the committor numerically. This choice keeps the total edge energy at $r_0$ equal to $2\pi\lambda r_0$. With $\lambda$ held at the same value, another $r_0$ would give different critical radii. I used $\varepsilon=447$, the geometric mean of rough permittivities of 2000 and 100 along the two crystal directions. The critical radius becomes 10.8 nm and the growth chance at the new top is 0.502. This permittivity is only a representative value: the anisotropic Coulomb interaction gives a logarithmic term equivalent to $\varepsilon\approx800$, and a radius of 10.2 nm.

The meaning of $\lambda$ matters more. If 0.025 eV/nm is the short-range edge free energy alone, and the charge energy is added as $Cr\ln(r/a)$, then $\varepsilon=447$ gives a critical radius of 14.4 nm and a barrier of 1.45 eV. These values depend on how a one-cell cutoff is applied, because the cutoff also sets the part linear in $r$. For the full ring energy with a sharp cutoff, a softened distance or charge spread over a strip one cell wide, they range over about 13.7–16.2 nm and 1.3–1.9 eV. The anisotropic interaction reduces them to about 12.1–13.8 nm and 1.1–1.4 eV. The growth chance at the top is 0.501 in all these cases. In these estimates, the omitted energy changes where the top is far more than what happens there. They keep the disc circular, although the charge energy favours elongation along the polar axis. Allowing the shape to relax would lower the barrier.

**Checking your runs**

Locate the top for the energy and field your simulation actually uses, then start many independent runs there. With 100 runs the standard error is about 0.05, so 43 successes would be unremarkable. If the growth fraction is clearly different from one half, check the field, the mobility law and the shape of the barrier. Check also whether radius alone describes the nucleus. If a slow variable such as trapped charge affects growth, two nuclei of equal radius can have different chances, and one critical radius no longer characterizes both.
